# The greatest coverage contrast in first-order inhibitor uptake

An inhibitor meant to block growth on one surface and leave another open can fail in two opposite ways. If the exposure is too short, the surface to be blocked still has bare sites, and the next precursor nucleates there. If it is too long, the inhibitor also fills the surface on which growth is wanted, provided it binds there irreversibly. Without knowing the best contrast that a given pair of surfaces allows, one cannot tell whether a poor result calls for a different exposure time or for a different inhibitor. For irreversible first-order uptake that limit depends on one number, the ratio of the two uptake rates.

Let f denote the surface that takes up the inhibitor faster, and s the slower one. The coverage \(\theta_i\), with \(i=\mathrm f,\mathrm s\), is the number of adsorbed molecules divided by the number at saturation on that same surface. Full coverage therefore means a saturated layer, not necessarily one without gaps. Both surfaces start bare and see the same gas. Molecules do not leave once bound, do not move between the surfaces, and bind independently to equivalent sites.

The rate constant follows from the flux of molecules onto the surface. In a gas of number density \(n\) and temperature \(T\), the velocity component \(v\) towards the surface has a Maxwell distribution, so the flux is

\[
F=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}} .
\]

Here \(m\) is the molecular mass. With the ideal-gas relation \(n=P/k_BT\) this becomes

\[
F=\frac{P}{\sqrt{2\pi mk_BT}} .
\]

A molecule that hits a free site binds with probability \(s_i\); one that hits an occupied site returns to the gas. The adsorbed density \(N_i\theta_i\), where \(N_i\) is the saturation density, then grows at the rate \(s_iF(1-\theta_i)\). Dividing by \(N_i\) gives

\[
\frac{d\theta_i}{dt}=k_i(1-\theta_i),\qquad k_i=\frac{s_iF}{N_i},
\qquad r=\frac{k_{\mathrm f}}{k_{\mathrm s}}=\frac{s_{\mathrm f}/N_{\mathrm f}}{s_{\mathrm s}/N_{\mathrm s}}>1 .
\]

The flux cancels from \(r\). If the sticking probabilities do not depend on pressure, raising the pressure makes the process faster but does not make the surfaces more different.

At constant pressure the free fraction obeys \(d\ln(1-\theta_i)/dt=-k_i\). Since it starts at one,

\[
1-\theta_i=e^{-k_it},\qquad \theta_i=1-e^{-k_it}.
\]

Define the contrast as the difference \(D=\theta_{\mathrm f}-\theta_{\mathrm s}\), and measure exposure by \(u=k_{\mathrm s}t\), so that \(k_{\mathrm f}t=ru\). The two ones cancel, leaving

\[
D(u)=e^{-u}-e^{-ru}.
\]

The contrast is zero at the start, when both surfaces are bare, and tends to zero at long exposure, when both are full. Its derivative is

\[
D'(u)=-e^{-u}+re^{-ru}=e^{-u}\left[re^{-(r-1)u}-1\right].
\]

The prefactor is positive. The bracket starts at \(r-1>0\) and falls steadily towards \(-1\), so it crosses zero once, from positive to negative. The contrast rises up to that point and falls afterwards, and the crossing is the global maximum. Setting the bracket to zero gives \(e^{(r-1)u_*}=r\), or

\[
u_*=\frac{\ln r}{r-1},\qquad
t_*=\frac{u_*}{k_{\mathrm s}}=\frac{\ln r}{k_{\mathrm f}-k_{\mathrm s}} .
\]

At this moment the two surfaces gain molecules at equal rates relative to saturation: \(k_{\mathrm f}(1-\theta_{\mathrm f})=k_{\mathrm s}(1-\theta_{\mathrm s})\). The fast surface has so few free sites left that its larger rate constant no longer widens its lead. The free fractions are

\[
1-\theta_{\mathrm s}=e^{-u_*}=r^{-1/(r-1)},\qquad
1-\theta_{\mathrm f}=e^{-ru_*}=e^{-u_*}e^{-(r-1)u_*}=\frac{r^{-1/(r-1)}}{r},
\]

and their difference is the greatest contrast,

\[
D_*=\left(1-\frac1r\right)r^{-1/(r-1)} .
\]

Direct numerical integration of the rate equations for \(r=1.5,\,3,\,10,\,100\) and \(1000\), followed by a search for the maximum, agreed with this value to within \(10^{-6}\) in coverage.

The condition \(r>1\) fixes the sign. If the labels are exchanged, \(r=1/q\) with \(q>1\), and

\[
\left(1-q\right)q^{\,q/(1-q)}
=(1-q)\,q^{-1}q^{-1/(q-1)}
=-\left(1-\frac1q\right)q^{-1/(q-1)},
\]

where \(q/(1-q)=-1-1/(q-1)\) was used. The formula then gives the most negative value of \(D\), as it should. At \(r=1\) the coverages are equal at all times and there is no contrast to maximize.

A larger rate ratio raises the attainable contrast. To see this, write \(\ln D_*=\ln(r-1)-\ln r-\ln r/(r-1)\) and differentiate:

\[
\frac{d\ln D_*}{dr}
=\frac1{r-1}-\frac1r-\frac1{r(r-1)}+\frac{\ln r}{(r-1)^2}
=\frac{\ln r}{(r-1)^2}>0 .
\]

The first two terms combine to \(1/[r(r-1)]\) and cancel the third. The gain is slow when \(r\) is large, as an expansion shows. With \(L=\ln r\), the exponent is \(L/(r-1)=L/r+L/r^2+\dots\), so

\[
D_*=\left(1-\frac1r\right)\left(1-\frac Lr-\frac L{r^2}+\frac{L^2}{2r^2}+\dots\right)
=1-\frac{L+1}{r}+\frac{L^2}{2r^2}+\dots
\]

The terms \(\pm L/r^2\) cancel. In the leading shortfall \((L+1)/r\), the part \(L/r\) is inhibitor on the slow surface and the part \(1/r\) is bare area on the fast one. For large \(r\), the main loss at the optimum is thus unwanted coverage.

For nearly equal surfaces put \(r=1+\varepsilon\). Then \(\ln r=\varepsilon-\varepsilon^2/2+\dots\), and

\[
\ln D_*=\ln\varepsilon-\varepsilon-\left(1-\frac\varepsilon2\right)+\dots,
\qquad
D_*=\frac{\varepsilon}{e}\left(1-\frac\varepsilon2+\dots\right),
\]

where \(e\) is the base of natural logarithms. A ten per cent difference in rate gives a contrast of only about 0.035. The formula gives 0.25 at \(r=2\), 0.70 at \(r=10\), 0.945 at \(r=100\) and 0.992 at \(r=1000\). Conversely, a contrast of 0.90 needs \(r\approx47\), and 0.99 needs \(r\approx760\).

The curvature of the maximum tells how carefully the exposure must be timed. Since \(re^{-ru_*}=e^{-u_*}\),

\[
D''(u_*)=e^{-u_*}-r^2e^{-ru_*}=(1-r)e^{-u_*},\qquad
\frac{D''(u_*)}{D_*}=\frac{1-r}{1-1/r}=-r .
\]

For an exposure \(u_*(1+\epsilon)\), the contrast lost, relative to \(D_*\), is therefore to second order

\[
\frac{D_*-D}{D_*}\simeq\frac r2u_*^2\epsilon^2
=\frac{r(\ln r)^2}{2(r-1)^2}\,\epsilon^2 .
\]

The next order separates late from early stopping. The third derivative is \(D'''(u_*)=-e^{-u_*}+r^3e^{-ru_*}=(r^2-1)e^{-u_*}\), which is positive. The cubic term raises the contrast for a late stop and lowers it for an early one, so for small errors of equal size a late stop costs less.

The pressure in a reactor is seldom a perfect step. Let both rate constants carry the same factor \(p(t)\), the pressure divided by its final value. Then \(d\ln(1-\theta_i)/dt=-k_ip(t)\), and

\[
1-\theta_i=e^{-k_i\tau},\qquad \tau(t)=\int_0^tp(t')\,dt' .
\]

Everything above holds with \(\tau\) in place of \(t\). The greatest contrast is unchanged, provided the exposure supplies at least the dose \(\tau=t_*\). What matters is the time integral of the pressure, as long as the surfaces share the same pressure history and the same constant temperature.

The result concerns the difference of coverages, and other measures of selectivity behave differently. The ratio \(\theta_{\mathrm f}/\theta_{\mathrm s}\) has no interior maximum. Its logarithmic derivative, multiplied by \(u\), is

\[
u\frac{d}{du}\ln\frac{1-e^{-ru}}{1-e^{-u}}
=h(ru)-h(u),\qquad h(x)=\frac{x}{e^x-1}.
\]

The numerator of \(h'(x)\) is \(e^x-1-xe^x\), which vanishes at \(x=0\) and has derivative \(-xe^x<0\). Hence \(h\) decreases, and the coverage ratio falls steadily from \(r\) towards one. It is largest when hardly anything has been blocked.

Suppose instead that the later film grows on each surface at a rate \(G_i\) proportional to its free fraction, with the same constant on both. The growth selectivity is

\[
S=\frac{G_{\mathrm s}-G_{\mathrm f}}{G_{\mathrm s}+G_{\mathrm f}}
=\frac{e^{-u}-e^{-ru}}{e^{-u}+e^{-ru}}
=\tanh\frac{(r-1)u}{2},
\]

where the last step multiplies numerator and denominator by \(e^{(r+1)u/2}\). This keeps rising towards one as the exposure is prolonged, while growth on the wanted surface dies away as \(e^{-u}\). At \(u_*\), where \(e^{(r-1)u_*}=r\), it equals \((r-1)/(r+1)\). A process that tolerates slow growth but no stray nuclei should therefore, within this growth model, be exposed for longer than \(t_*\).

For a worked example, take conditions in the regime of acetylacetone, C5H8O2, dosed to block alumina while silica stays open. The partial pressure is 10 mTorr and the temperature 423 K. Round model values are used for the surfaces: sticking probabilities \(10^{-3}\) on alumina and \(10^{-5}\) on silica, and a saturation density of \(2\ \mathrm{nm^{-2}}\) on both. The molar mass of 100.12 g/mol corresponds to \(m=1.66\times10^{-25}\) kg, and the pressure is 1.333 Pa. The flux is

\[
F=\frac{1.333\ \mathrm{Pa}}{\sqrt{2\pi(1.66\times10^{-25}\,\mathrm{kg})(5.84\times10^{-21}\,\mathrm J)}}
\approx1.71\times10^{4}\ \mathrm{nm^{-2}\,s^{-1}} .
\]

The rate constants follow as

\[
k_{\mathrm f}=\frac{10^{-3}\times1.707\times10^4}{2}\ \mathrm{s^{-1}}=8.53\ \mathrm{s^{-1}},\qquad
k_{\mathrm s}=0.0853\ \mathrm{s^{-1}},\qquad r=100 .
\]

The best exposure time is

\[
t_*=\frac{\ln100}{8.535-0.085}\ \mathrm s=\frac{4.605}{8.450}\ \mathrm s=0.545\ \mathrm s,
\]

a dose of 5.45 mTorr s. In dimensionless form \(u_*=4.605/99=0.04652\). The free fraction is \(e^{-0.04652}=0.9545\) on silica and one hundredth of that, 0.0095, on alumina. The coverages are thus 0.045 and 0.990, and the greatest contrast is 0.945.

Stopping at half the best time gives \(e^{-0.0233}-e^{-2.326}=0.977-0.098=0.879\), because alumina is still about ten per cent bare. Doubling the time gives 0.911: alumina is then nearly saturated, but silica has lost about nine per cent of its sites. Small errors matter little. The quadratic estimate for a ten per cent timing error is a relative loss of 0.108 %; the actual losses are 0.093 % when late and 0.127 % when early, in the order set by the cubic term. If the pressure rises as \(1-e^{-t/0.3\,\mathrm s}\), the best time moves to 0.826 s. The corresponding \(\tau\) is \(0.826-0.3(1-e^{-2.753})=0.545\) s, and the contrast remains 0.945.

The attainable contrast is sensitive to the assumption that each molecule needs one free site. Acetylacetone can bind through both of its oxygen atoms, and a bulky adsorbate can cover neighbouring sites. As a simple alternative, let each molecule need two free sites, and neglect correlations between them. With the same initial rates,

\[
\frac{d\theta_i}{dt}=k_i(1-\theta_i)^2,\qquad
\frac{d}{dt}\frac1{1-\theta_i}=k_i,\qquad
1-\theta_i=\frac1{1+k_it}.
\]

The contrast is now \(D=1/(1+u)-1/(1+ru)\). Its derivative vanishes when \(r/(1+ru)^2=1/(1+u)^2\). Taking the positive root gives \(1+ru=\sqrt r(1+u)\), so \(u\sqrt r(\sqrt r-1)=\sqrt r-1\) and \(u=1/\sqrt r\). The derivative is positive before this point and negative after it, so the greatest contrast is

\[
D_*^{(2)}=\frac{\sqrt r}{\sqrt r+1}-\frac1{1+\sqrt r}=\frac{\sqrt r-1}{\sqrt r+1}.
\]

For \(r=100\) this is \(9/11=0.818\), reached at 1.17 s. The last sites fill slowly because free pairs become rare, and meanwhile the slow surface catches up. To regain 0.945 under this law one needs \(\sqrt r=1.945/0.055\approx35\), or \(r\) near 1250 instead of 100. Neglecting correlations is only an approximation, even for molecules that rearrange quickly on their own surface, because they still exclude one another. If two-site molecules on a lattice stay where they land, single free sites become isolated and never fill; relative to the saturated layer, the approach to saturation is then faster and the loss of contrast smaller. At \(r=100\) the greatest contrast is about 0.92 on a chain and 0.89 on a square lattice. Bulky molecules that land at arbitrary positions behave differently: modelled as immobile hard discs, they fill the last gaps slowly and give only about 0.73. The contrast can also exceed the one-site value. If a molecule that hits an occupied site can move on to a free one, so that \(d\theta_i/dt=k_i(1-\theta_i)/(1-\theta_i+K\theta_i)\) with \(K<1\), the greatest contrast is 0.98 for \(K=0.1\). The initial sticking ratio alone therefore does not fix the attainable contrast; the shape of the uptake curve matters too.

Two departures from uniform surfaces and equal doses are also visible. If five per cent of the silica sites are defects that react as fast as alumina, the silica coverage becomes \(0.95\,\theta_{\mathrm s}+0.05\,\theta_{\mathrm f}\). The contrast is multiplied by 0.95 at every time, and its maximum falls to 0.898. If alumina lies in a recess and receives half the dose that silica receives, \(k_{\mathrm f}\) is halved in effect. The ratio becomes 50 and the greatest contrast 0.905, even with the exposure time chosen anew.

If the saturation densities stay fixed, temperature changes \(r\) only through the sticking probabilities, since the flux cancels. If their ratio comes wholly from a difference in activation energy, with equal prefactors, that difference is \(k_BT\ln100=0.168\) eV. Warming by 10 K then lowers \(r\) to 90 and the greatest contrast to 0.940, again with the time readjusted.

Desorption is negligible if the binding is strong enough. For a binding energy of 1.5 eV and an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), both assumed alike on the two surfaces, the desorption rate is \(1.3\times10^{-5}\ \mathrm{s^{-1}}\). A 10 s purge removes 0.013 % of the adsorbed molecules. At this attempt rate the loss would reach 1 % at a binding energy of 1.34 eV. The attempt rate of a molecule of this size can be much higher, however; a rate a hundred times larger would raise the loss at 1.5 eV to 1.3 %. Equal binding on the two surfaces is also only an assumption. At the attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), desorption from silica matches its uptake rate \(k_{\mathrm s}\) at a binding energy of 1.18 eV. At 1.0 eV the silica coverage levels off near 0.007, the contrast reaches 0.993 and stays there, and overexposure does no harm; the limit 0.945 then does not apply. Irreversibility must therefore be checked for the real molecule on each surface separately.

The gas supply needs attention. A gap of 1 cm above the wafer holds only 2.28 inhibitor molecules per \(\mathrm{nm^2}\) of wafer at 10 mTorr, while a wafer covered wholly by alumina takes up \(0.990\times2=1.98\ \mathrm{nm^{-2}}\) by the best time. A static fill would be largely consumed. The stated time requires a supply that holds the inhibitor pressure at the wafer surface; otherwise the dose \(\tau\) must be followed. Within a flat, fine pattern the two materials still see nearly the same flux. At a total pressure of 1 Torr and a collision diameter of 0.5 nm, the mean free path is roughly 39 µm if all gas molecules are treated as alike. It is shorter for a heavy inhibitor in a light carrier gas, but still far above a feature size of 100 nm, and at most one hit in a thousand removes a molecule.

For the real pair of materials, the sticking probabilities are uncertain. They are round choices, not measurements, and they depend on surface preparation, hydroxyl density and temperature. The time of half a second scales inversely with the pressure and, at fixed \(r\), with the sticking probability. The value 0.945 is what the one-site model allows at \(r=100\), not an observed selectivity. A measured uptake curve on each material would show whether the free fraction really decays exponentially, and so whether this limit applies. If it does not, the greatest difference between the two curves, each taken relative to saturation and under the same conditions, gives the attainable contrast directly. The numerical output below lists the values of the worked example.

## Computed values

```
molar mass of C5H8O2: 100.12 g/mol
inhibitor pressure: 10.0 mTorr
temperature: 423 K
sticking, fast and slow: 1e-03, 1e-05
saturation density: 2.0 nm^-2
gas flux: 1.707e+04 nm^-2 s^-1
k fast: 8.5348 s^-1
k slow: 0.085348 s^-1
rate ratio r: 100.0
best dimensionless exposure u: 0.04652
best exposure time: 0.5450 s
best dose: 5.450 mTorr s
coverage, fast surface: 0.99045
coverage, slow surface: 0.04545
greatest contrast, formula: 0.94500
greatest contrast, integrated: 0.94500
contrast at half the best time: 0.8793
contrast at twice the best time: 0.9111
10% timing error, quadratic loss: 0.108 %
10% late, actual loss: 0.093 %
10% early, actual loss: 0.127 %
growth selectivity at best time: 0.9802
pressure rise time: 0.3 s
best time with slow rise: 0.8259 s
greatest contrast with slow rise: 0.94500
greatest contrast at r = 2: 0.2500
greatest contrast at r = 10: 0.6968
greatest contrast at r = 100: 0.9450
greatest contrast at r = 1000: 0.9921
r needed for contrast 0.90: 46.9
r needed for contrast 0.99: 760.5
two-site law, greatest contrast: 0.8182
two-site law, best time: 1.172 s
fast defect share on slow surface: 5 %
greatest contrast with defects: 0.8978
dose share on fast surface: 0.50
greatest contrast, unequal dose: 0.9048
barrier difference giving r: 0.1679 eV
r when 10 K hotter: 89.91
greatest contrast, 10 K hotter: 0.9401
desorption attempt rate: 1e+13 s^-1
binding energy: 1.50 eV
desorption rate: 1.34e-05 s^-1
purge time: 10 s
coverage share lost in purge: 0.0134 %
binding energy for 1% purge loss: 1.343 eV
gas gap above wafer: 1.0 cm
inhibitor held in gap: 2.283 nm^-2
total pressure with carrier: 1.0 Torr
collision diameter: 0.5 nm
mean free path: 39.4 um
```
